# Retardation and the LO–TO splitting near q = 0: a program that tests the result

```python
"""Retardation and the LO-TO splitting of a cubic diatomic crystal.

Result under test: with the full Maxwell field, all three optical vibrations
have frequency w_LO at q = 0. The transverse vibrational weight passes from
the upper to the lower polariton branch around
    q_star = w_LO*sqrt(eps_inf)/c = w_TO*sqrt(eps_static)/c,
with equal shares exactly at q_star.

Symbols: w = angular frequency, nu = w/(2 pi), x = q/q_star,
r = (w_TO/w_LO)^2, Z = Born charge number, eps_inf = clamped-ion relative
permittivity, delta = Z^2 e^2/(eps0 eps_inf mu V), mu = reduced mass,
V = primitive-cell volume, a = cubic lattice constant.
"""
import numpy as np
import mpmath as mp
from scipy.constants import c, e, epsilon_0, atomic_mass, pi

# Round model parameters
a = 0.5e-9
mass_1, mass_2 = 30 * atomic_mass, 60 * atomic_mass
Z = 2.0
eps_inf = 3.0
nu_TO = 10e12

V = a**3 / 4
mu = mass_1 * mass_2 / (mass_1 + mass_2)
w_TO = 2 * pi * nu_TO
delta = (Z * e)**2 / (epsilon_0 * eps_inf * mu * V)
w_LO = np.sqrt(w_TO**2 + delta)
r = (w_TO / w_LO)**2
eps_static = eps_inf + (Z * e)**2 / (epsilon_0 * mu * V * w_TO**2)
q_star = w_LO * np.sqrt(eps_inf) / c
zone = 2 * pi / a


def cross_matrix(vector):
    x1, y1, z1 = vector
    return np.array([[0, -z1, y1], [z1, 0, -x1], [-y1, x1, 0]])


def newton_maxwell(q_vector):
    """Modes of the coupled first-order equations for displacement, velocity,
    electric and magnetic field. Each variable is scaled by the square root
    of its energy, so the generator is Hermitian. Time unit: 1/w_TO."""
    identity = np.eye(3)
    zero = np.zeros((3, 3))
    coupling = np.sqrt(delta) / w_TO * identity
    curl = 1j * cross_matrix(q_vector) * c / (np.sqrt(eps_inf) * w_TO)
    generator = np.block([
        [zero, identity, zero, zero],
        [-identity, zero, coupling, zero],
        [zero, -coupling, zero, curl],
        [zero, zero, -curl, zero]])
    hermitian = 1j * generator
    assert np.allclose(hermitian, hermitian.conj().T)
    return np.linalg.eigh(hermitian)


def branches(x):
    """Squared frequencies of the lower and upper branch over w_LO^2."""
    root = np.sqrt((1 + x**2)**2 - 4 * r * x**2)
    upper = (1 + x**2 + root) / 2
    return r * x**2 / upper, upper


def upper_weight(x):
    root = np.sqrt((1 + x**2)**2 - 4 * r * x**2)
    return (1 + (1 - x**2) / root) / 2


direction = np.array([1.0, 2.0, -0.7])
direction /= np.linalg.norm(direction)
transverse = np.cross(direction, [0, 0, 1.0])
transverse /= np.linalg.norm(transverse)


def positive_frequencies(x):
    values = newton_maxwell(x * q_star * direction)[0]
    return values[values > 1e-6] * w_TO / w_LO


# Longitudinal frequency from a two-atom dynamical matrix
spring = mu * w_TO**2 + (Z * e)**2 / (epsilon_0 * eps_inf * V)
mixed = -spring / np.sqrt(mass_1 * mass_2)
dynamical = np.array([[spring / mass_1, mixed], [mixed, spring / mass_2]])
assert np.isclose(np.linalg.eigvalsh(dynamical)[-1], w_LO**2, rtol=1e-11)

# Retarded field formula against direct solution of the wave equation
polarization = np.array([0.3, -0.8, 0.5])
for x in (0.0, 0.4, 3.0):
    q = x * q_star * direction
    w = 0.8 * w_LO
    kappa2 = eps_inf * w**2 / c**2
    wave = np.outer(q, q) + (kappa2 - q @ q) * np.eye(3)
    solved = np.linalg.solve(wave, -w**2 / (c**2 * epsilon_0) * polarization)
    formula = -(q * (q @ polarization) - kappa2 * polarization)
    formula /= epsilon_0 * eps_inf * (q @ q - kappa2)
    assert np.allclose(solved, formula, rtol=1e-9, atol=0)

# Exact threefold degeneracy at q = 0, at w_LO and not at w_TO
at_zero = positive_frequencies(0.0)
assert len(at_zero) == 3 and np.allclose(at_zero, 1.0, atol=1e-12)

# Branches, degeneracies and shares of a transverse velocity kick
for x in (0.05, 0.3, 1.0, 2.0, 10.0):
    low, up = np.sqrt(branches(x))
    expected = np.sort([low, low, 1.0, up, up])
    found = positive_frequencies(x)
    assert len(found) == 5 and np.allclose(found, expected, atol=1e-10)
    values, vectors = newton_maxwell(x * q_star * direction)
    shares = np.abs(transverse @ vectors[3:6, :])**2
    scaled = np.abs(values) * w_TO / w_LO
    share_up = shares[np.isclose(scaled, up, atol=1e-8)].sum()
    share_low = shares[np.isclose(scaled, low, atol=1e-8)].sum()
    assert np.isclose(share_up, upper_weight(x), atol=1e-10)
    assert np.isclose(share_up + share_low, 1.0, atol=1e-10)
    assert (up**2 - 1) / (1 - r) >= x**2
    if x == 1.0:
        assert np.isclose(share_up, 0.5, atol=1e-10)

# Small-q law, initial light speed, and large-q law from diagonalization
x = 0.05
found = positive_frequencies(x)
loss = (found[-1]**2 - 1) / (1 - r)
assert abs(loss / x**2 - 1 - r * x**2) < 5 * x**4
x = 0.001
speed = positive_frequencies(x)[0] * w_LO / (x * q_star)
assert np.isclose(speed, c / np.sqrt(eps_static), rtol=1e-5)
x = 30.0
deficit = (r - positive_frequencies(x)[0]**2) / (1 - r)
assert abs(deficit * x**2 / r - 1) < 3 / x**2
assert np.isclose(q_star, w_TO * np.sqrt(eps_static) / c, rtol=1e-12)

# Retardation at the smallest nonzero wavevector of an fcc mesh
mesh = 8
reciprocal_length = np.sqrt(3) * zone
x_mesh = reciprocal_length / mesh / q_star
mp.mp.dps = 50
xm, rm = mp.mpf(float(x_mesh)), mp.mpf(float(r))
low_mesh = (1 + xm**2 - mp.sqrt((1 + xm**2)**2 - 4 * rm * xm**2)) / 2
relative_shift = float(1 - mp.sqrt(low_mesh / rm))
assert np.isclose(relative_shift, (1 - r) / (2 * x_mesh**2), rtol=1e-5)

print("MODEL INPUT")
print(f"lattice constant a = {a*1e9:.2f} nm")
print(f"masses = {mass_1/atomic_mass:.0f} and {mass_2/atomic_mass:.0f} u")
print(f"Born charge number Z = {Z:.1f}")
print(f"eps_inf = {eps_inf:.2f}")
print(f"nu_TO = {nu_TO/1e12:.3f} THz")
print("DERIVED")
print(f"reduced mass = {mu:.4e} kg")
print(f"cell volume V = {V:.4e} m^3")
print(f"w_TO^2 = {w_TO**2:.4e} s^-2")
print(f"delta = {delta:.4e} s^-2")
print(f"w_LO = {w_LO:.4e} rad/s")
print(f"nu_LO = {w_LO/(2*pi)/1e12:.3f} THz")
print(f"LO-TO splitting = {(w_LO-w_TO)/(2*pi)/1e12:.3f} THz")
print(f"r = (w_TO/w_LO)^2 = {r:.4f}")
print(f"eps_static = {eps_static:.3f}")
print(f"q_star = {q_star:.4e} m^-1")
print(f"wavelength 2 pi/q_star = {2*pi/q_star*1e6:.2f} micrometre")
print(f"2 pi/a = {zone:.4e} m^-1")
print(f"q_star/(2 pi/a) = {q_star/zone:.3e}")
print("THREE OPTICAL FREQUENCIES AT q=0, from diagonalization (THz)")
print("  ".join(f"{v*w_LO/(2*pi)/1e12:.6f}" for v in at_zero))
print("BRANCHES: x, nu_lower, nu_upper, nu_upper-nu_LO (THz), W_upper")
for x in (0.0, 0.1, 0.5, 1.0, 2.0, 10.0):
    low, up = np.sqrt(branches(x)) * w_LO / (2 * pi) / 1e12
    gap = up - w_LO / (2 * pi) / 1e12
    print(f"{x:5.1f} {low:9.4f} {up:9.4f} {gap:9.4f} {upper_weight(x):8.5f}")
print("TRANSVERSE FIELD RATIO eps0*eps_inf*E/P")
up_small = branches(0.1)[1]
low_large = branches(10.0)[0]
print(f"upper branch, x=0.1: {up_small/(0.1**2-up_small):.4f}")
print(f"lower branch, x=10: {low_large/(10.0**2-low_large):.5f}")
print("PHONON MESH")
print(f"mesh points per axis = {mesh}")
print(f"smallest nonzero q / q_star = {x_mesh:.1f}")
print(f"relative lowering of nu_TO there = {relative_shift:.3e}")
print(f"points per axis to reach q_star = {reciprocal_length/q_star:.0f}")
print("ZONE FRACTION q_star/(2 pi/a) FOR OTHER MODEL CRYSTALS")
for name, nu, length, eps in (("soft", 5e12, 0.6e-9, 2.5),
                              ("stiff", 40e12, 0.4e-9, 4.0)):
    fraction = length * np.sqrt(eps) * nu / c
    print(f"{name}: nu_LO={nu/1e12:.0f} THz, a={length*1e9:.1f} nm, "
          f"eps_inf={eps:.1f}: {fraction:.2e}")
print("all tests passed")
```

Output:

```
MODEL INPUT
lattice constant a = 0.50 nm
masses = 30 and 60 u
Born charge number Z = 2.0
eps_inf = 3.00
nu_TO = 10.000 THz
DERIVED
reduced mass = 3.3211e-26 kg
cell volume V = 3.1250e-29 m^3
w_TO^2 = 3.9478e+27 s^-2
delta = 3.7246e+27 s^-2
w_LO = 8.7593e+13 rad/s
nu_LO = 13.941 THz
LO-TO splitting = 3.941 THz
r = (w_TO/w_LO)^2 = 0.5145
eps_static = 5.830
q_star = 5.0607e+05 m^-1
wavelength 2 pi/q_star = 12.42 micrometre
2 pi/a = 1.2566e+10 m^-1
q_star/(2 pi/a) = 4.027e-05
THREE OPTICAL FREQUENCIES AT q=0, from diagonalization (THz)
13.940791  13.940791  13.940791
BRANCHES: x, nu_lower, nu_upper, nu_upper-nu_LO (THz), W_upper
  0.0    0.0000   13.9408    0.0000  1.00000
  0.1    0.9976   13.9748    0.0340  0.99512
  0.5    4.6894   14.8641    0.9233  0.86632
  1.0    7.6770   18.1592    4.2184  0.50000
  2.0    9.3788   29.7282   15.7874  0.13368
 10.0    9.9757  139.7476  125.8068  0.00488
TRANSVERSE FIELD RATIO eps0*eps_inf*E/P
upper branch, x=0.1: -1.0101
lower branch, x=10: 0.00515
PHONON MESH
mesh points per axis = 8
smallest nonzero q / q_star = 5376.2
relative lowering of nu_TO there = 8.398e-09
points per axis to reach q_star = 43009
ZONE FRACTION q_star/(2 pi/a) FOR OTHER MODEL CRYSTALS
soft: nu_LO=5 THz, a=0.6 nm, eps_inf=2.5: 1.58e-05
stiff: nu_LO=40 THz, a=0.4 nm, eps_inf=4.0: 1.07e-04
all tests passed
```
